# Tunnelling Splitting of a Proton in a Symmetric Double Well

An excess proton shared by two like oxygen sites in a chemically amplified resist can sit near either oxygen, provided the two sites are held far enough apart. As a model, let a particle of mass $m$ move along one coordinate $x$ in a smooth even potential $V(x)$ with two minima, at $x=\pm a$, and one barrier between them. Energies are measured from the well floor, so

$$V(\pm a)=0,\qquad V''(\pm a)=m\omega^2>0 .$$

The surroundings are frozen until part (g). The lowest two states, $\psi_0$ (even, energy $E_0$) and $\psi_1$ (odd, energy $E_1$), are real, normalised and positive for $x>0$. The problem is to find $\Delta=E_1-E_0$ in the semiclassical regime, where the shape of $V$ is held fixed and $\hbar$ is small compared with the action

$$S_0=\int_{-a}^{a}p(x)\,dx,\qquad p(x)=\sqrt{2mV(x)} .$$

## (a) Which path between the wells has the least imaginary-time action?

In imaginary time $\tau$ the action of a path is $S[x]=\int(\tfrac12 m\dot x^2+V)\,d\tau$, with $\dot x=dx/d\tau$. Find its minimum over paths from $-a$ to $a$.

**Solution.** Since $V=p^2/2m$, completing the square gives

$$\tfrac12 m\dot x^2+V=\tfrac m2\left(|\dot x|-\frac pm\right)^2+p|\dot x|\ \ge\ p|\dot x| .$$

Integration over $\tau$ turns the last term into at least $\int_{-a}^{a}p\,dx$, so $S[x]\ge S_0$. Equality holds for a path that moves steadily to the right with

$$m\dot x=p(x).$$

Squaring gives $\tfrac12m\dot x^2-V=0$: this is classical motion at zero energy in the inverted potential $-V$. Near the right minimum $p\simeq m\omega(a-x)$, hence $\dot x\simeq\omega(a-x)$, and the path approaches $a$ exponentially, in infinite time.

On this path the kinetic and potential parts are equal, each contributing $S_0/2$. Running the same curve twice as fast doubles the first and halves the second, which gives $S_0+S_0/4=\tfrac54S_0$.

## (b) An identity for the splitting

Express $\Delta$ through the wave functions at $x=0$ and an integral over $x>0$.

**Solution.** The two Schrödinger equations are

$$-\frac{\hbar^2}{2m}\psi_0''+V\psi_0=E_0\psi_0,\qquad -\frac{\hbar^2}{2m}\psi_1''+V\psi_1=E_1\psi_1 .$$

Multiply the second by $\psi_0$, the first by $\psi_1$, and subtract. The potential cancels:

$$\frac{\hbar^2}{2m}\left(\psi_0''\psi_1-\psi_0\psi_1''\right)=\Delta\,\psi_0\psi_1 .$$

The bracket is the derivative of $\psi_0'\psi_1-\psi_0\psi_1'$. Integrate from $0$ to $\infty$. The upper limit gives nothing, because bound states decay. At the lower limit $\psi_0'(0)=0$ and $\psi_1(0)=0$ by parity, and subtracting $-\psi_0(0)\psi_1'(0)$ leaves a positive term:

$$\Delta\int_0^\infty\psi_0\psi_1\,dx=\frac{\hbar^2}{2m}\,\psi_0(0)\,\psi_1'(0).$$

No approximation has been made.

## (c) Reduction to one localised state

Rewrite the identity with $\varphi=(\psi_0+\psi_1)/\sqrt2$, which is concentrated in the right well.

**Solution.** By parity $\varphi(-x)=(\psi_0-\psi_1)/\sqrt2$. Therefore $\varphi(x)^2-\varphi(-x)^2=2\psi_0\psi_1$, and

$$\int_0^\infty\psi_0\psi_1\,dx=\tfrac12(P_R-P_L)=\tfrac12(1-2P_L),$$

where $P_R$ and $P_L$ are the probabilities of finding $\varphi$ on the right and on the left. In the semiclassical regime $P_L$ is exponentially small. Also $\psi_0(0)=\sqrt2\,\varphi(0)$ and $\psi_1'(0)=\sqrt2\,\varphi'(0)$, so that

$$\Delta\simeq\frac{2\hbar^2}{m}\,\varphi(0)\,\varphi'(0).$$

The splitting is set by the tail of the localised state at the top of the barrier.

## (d) The tail under the barrier

Find $\varphi(0)$ and $\varphi'(0)$ to leading order in $\hbar$.

**Solution.** Seek a solution $f=A(x)e^{-W(x)/\hbar}$ with $W(a)=0$, smooth through $x=a$, with energy $E=\hbar\epsilon+O(\hbar^2)$. Its second derivative is

$$f''=\left(A''-\frac{2A'W'+AW''}{\hbar}+\frac{AW'^2}{\hbar^2}\right)e^{-W/\hbar}.$$

Put this into the Schrödinger equation. The terms without $\hbar$ give $W'^2=2mV$. The solution that falls towards the left has $W'=-p$ between the minima, so

$$W(x)=\int_x^a p\,dx' .$$

This is the action along the path of part (a), from $x$ to $a$. The terms of first order in $\hbar$ give

$$\frac{2A'W'+AW''}{2m}=\epsilon A .$$

At $x=a$ we have $W'=0$ and $W''=m\omega$. A finite slope $A'$ and $A(a)\ne0$ then require $\epsilon=\omega/2$, the harmonic zero-point energy. With $W'=-p$ and $W''=-p'$ the equation becomes

$$\frac{A'}{A}=-\frac{m\omega+p'}{2p},\qquad\text{hence}\qquad \frac{(pA^2)'}{pA^2}=\frac{p'}p+\frac{2A'}A=-\frac{m\omega}{p}.$$

The right-hand side diverges at $a$, so integrate from $0$ to $a-\delta$ and separate the divergent part:

$$\ln\frac{p(0)A(0)^2}{p(a-\delta)A(a-\delta)^2}=\int_0^{a-\delta}\left[\frac{m\omega}{p}-\frac1{a-x}\right]dx+\ln\frac a\delta .$$

Since $p(a-\delta)\simeq m\omega\delta$, the factors of $\delta$ cancel as $\delta\to0$:

$$p(0)A(0)^2=m\omega a\,A(a)^2e^{I},\qquad I=\int_0^a\left[\frac{m\omega}{p}-\frac1{a-x}\right]dx .$$

Normalisation fixes $A(a)$. The density is concentrated near $a$, where $2W/\hbar\simeq m\omega(x-a)^2/\hbar$. The Gaussian integral gives $1=A(a)^2\sqrt{\pi\hbar/m\omega}$, or $A(a)^2=\sqrt{m\omega/\pi\hbar}$.

It remains to identify $f$ with $\varphi$. The energy series is fixed at one minimum and is the same for both parities, so $f(x)$ and $f(-x)$ serve for both states between the minima. The even state is proportional to $f(x)+f(-x)$, the odd one to $f(x)-f(-x)$. Near $x=a$ the reflected part is smaller by a factor $e^{-S_0/\hbar}$ times a power of $S_0/\hbar$, which is still exponentially small, so normalisation gives both combinations the factor $1/\sqrt2$, and their sum gives $\varphi=f$.

Finally, $p'(0)=0$ by symmetry, so

$$\frac{\varphi'(0)}{\varphi(0)}=\frac{p(0)}\hbar+\frac{A'(0)}{A(0)}=\frac{p(0)}{\hbar}-\frac{m\omega}{2p(0)} .$$

The second term is smaller than the first by a factor of order $\hbar/S_0$ and is dropped at leading order.

## (e) The splitting

Assemble the result, state the size of its error, and say when it fails.

**Solution.** Use $\varphi'(0)\simeq p(0)\varphi(0)/\hbar$ and $\varphi(0)^2=A(0)^2e^{-2W(0)/\hbar}$. By symmetry $2W(0)=S_0$. Then

$$\Delta\simeq\frac{2\hbar}{m}\,p(0)A(0)^2e^{-S_0/\hbar}
=\frac{2\hbar}{m}\,m\omega a\,e^I\sqrt{\frac{m\omega}{\pi\hbar}}\;e^{-S_0/\hbar},$$

$$\boxed{\Delta=2\hbar\omega\sqrt{\frac{m\omega a^2}{\pi\hbar}}\;e^{I}\,e^{-S_0/\hbar}\left[1+O\!\left(\frac{\hbar}{S_0}\right)\right]}$$

To see the order of the error, replace $A$ by $A(1+\hbar b)$ and write the next energy term as $\hbar^2\epsilon_2$. The next order of the equation is $b'W'/m=\epsilon_2+A''/(2mA)$. Choosing $\epsilon_2$ so that the right side vanishes at $a$ keeps $b$ finite. The corrections to the normalisation integral likewise start at relative order $\hbar$, since terms odd in $x-a$ integrate to zero.

The splitting is thus exponentially small in $S_0/\hbar$, but the prefactor is not constant: measured in $\hbar\omega$ it grows as $(S_0/\hbar)^{1/2}$. The action runs between the minima at zero energy; the zero-point energy is already accounted for in the prefactor. The formula fails when the barrier is not high compared with $\hbar\omega$, or when the wells differ in energy by an amount comparable with $\Delta$.

## (f) The quartic well

Evaluate everything for $V=V_0(1-x^2/a^2)^2$ and judge the accuracy.

**Solution.** The curvature at the minimum is $V''(a)=8V_0/a^2$, so $V_0=m\omega^2a^2/8$ and $\sqrt{2mV_0}=m\omega a/2$. Hence

$$p=\frac{m\omega}{2a}(a^2-x^2),\qquad S_0=\frac{m\omega}{2a}\cdot\frac{4a^3}{3}=\frac23m\omega a^2=\frac{16V_0}{3\omega}.$$

The equation $\dot x=(\omega/2a)(a^2-x^2)$ has the solution $x=a\tanh(\omega\tau/2)$, centred at $\tau=0$. For the prefactor,

$$\frac{m\omega}{p}=\frac{2a}{a^2-x^2}=\frac1{a-x}+\frac1{a+x},\qquad I=\int_0^a\frac{dx}{a+x}=\ln2 .$$

With $m\omega a^2=3S_0/2$ and $e^I=2$,

$$\Delta\simeq2\hbar\omega\sqrt{\frac{6S_0}{\pi\hbar}}\;e^{-S_0/\hbar}.$$

Direct minimisation of the action over discretised paths gives $0.66661\,m\omega a^2$, against $\tfrac23m\omega a^2$, and a path within $1.4\times10^{-4}a$ of the hyperbolic tangent.

Diagonalization on a grid tests the splitting. The ratio of grid value to formula is 0.807, 0.880, 0.913 and 0.943 at $S_0/\hbar=6$, 9, 12 and 18. The shortfall multiplied by $S_0/\hbar$ is 1.08 at 9 and 1.02 at 18, nearly constant, as an error of relative order $\hbar/S_0$ requires. Extrapolation linear in $\hbar$ from these two points gives a ratio of 1.006 at $\hbar=0$.

A second well tests the general prefactor. For $V=\tfrac1{16}m\omega^2a^2(x^2/a^2-1)^2(1+x^2/a^2)$, put $u=x/a$. Then

$$\int\frac{m\omega}{p}\,dx=\int\frac{2\sqrt2\,du}{(1-u^2)\sqrt{1+u^2}}=2\,\mathrm{artanh}\frac{\sqrt2\,u}{\sqrt{1+u^2}},$$

which tends to $\ln[4/(1-u)]$ as $u\to1$. Subtracting $-\ln(1-u)$ leaves $I=\ln4$, in agreement with the numerical 1.38629. The grid-to-formula ratios are 0.743 and 0.874 at $S_0/\hbar=10$ and 20, and they extrapolate to 1.004. The error again falls as $\hbar/S_0$, but with a coefficient near 2.5 instead of 1: the size of $S_0/\hbar$ alone does not fix the accuracy.

## (g) A proton in a resist hydrogen bond

Take the quartic well with $V_0=0.40$ eV and $a=0.035$ nm. Find the splitting and crossing time, compare with a deuteron, and decide whether the splitting could survive in a resist baked at 380 K.

**Solution.** For the proton mass, $\omega=\sqrt{8V_0/m}/a=5.00\times10^{14}$ rad/s and $\hbar\omega=0.3293$ eV. Then

$$\frac{S_0}{\hbar}=\frac{16\times0.40}{3\times0.3293}\simeq6.48,\qquad e^{-S_0/\hbar}=1.535\times10^{-3},$$

$$\Delta\simeq2(0.3293\ \text{eV})\sqrt{\frac{6\times6.479}{\pi}}\times1.535\times10^{-3}=2.316\ \text{eV}\times1.535\times10^{-3}=3.56\ \text{meV}.$$

Diagonalization of the same model gives 2.93 meV (23.6 cm$^{-1}$). The formula is 21% above this value, because the barrier is only about 1.2 $\hbar\omega$ high.

**Crossing time.** A state released as $\varphi$ evolves, apart from a common phase, into $(\psi_0+e^{-i\Delta t/\hbar}\psi_1)/\sqrt2$. At $t=\pi\hbar/\Delta$ the relative sign is reversed and the state is $\varphi(-x)$. With the grid splitting this takes 0.71 ps. A Gaussian packet released in one well of the model is then found on the far side with probability 0.96.

**Deuteron.** At fixed $V$, $S_0\propto\sqrt m$ and $\omega\propto1/\sqrt m$, so the prefactor varies as $\omega\sqrt{S_0}\propto m^{-1/4}$. The deuteron has $S_0/\hbar=9.16$. The mass ratio is close to 2, and the ratio of splittings is about $2^{1/4}e^{9.161-6.479}\simeq17.4$. The grid gives 16.2, with a deuteron splitting of 0.18 meV.

**The real case.** The inputs are rough values for two sites held apart, not data for a particular resist. With O–H distances of roughly 0.10 nm, a collinear bond would have its oxygens about 0.27 nm apart. An excess proton that is free to draw its oxygens together can remove the barrier: in the protonated water dimer they are about 0.24 nm apart, and the proton has a single minimum midway. The model does not apply to such a bond. Where a barrier remains, its height depends on the molecules and must be calculated for them. It can be much lower than the 0.40 eV used here. In the protonated water dimer held rigid at 0.27 nm, MP2 in double-zeta bases puts it near 0.17 to 0.18 eV with $a\approx0.029$ nm. The one-dimensional splitting is then of order 25 meV, and the semiclassical formula no longer applies. A phenolic resist is disordered, warm and polarisable; the rough estimates below show how each of these properties can matter.

*Unequal sites.* Add a tilt $\varepsilon x/2a$, with $\varepsilon=50$ meV as a rough measure of disorder. By parity it only couples $\psi_0$ to $\psi_1$ within the doublet, with matrix element $\varepsilon x_{01}/2a$, where $x_{01}=\langle\psi_0|x|\psi_1\rangle$. The two-level gap is

$$\sqrt{\Delta^2+(\varepsilon x_{01}/a)^2}=45.3\ \text{meV},$$

as the grid also gives. The ground state now has probability 0.002 in the upper well: the bias, not tunnelling, sets the gap.

*Heat.* At 380 K, $kT=32.7$ meV, and the difference in population within the doublet is $\tanh(\Delta/2kT)=0.045$ of their sum. The second doublet starts at 0.383 eV, just below the barrier top, and is split by 64 meV. The Boltzmann weight of its lower level relative to the ground state is only $8.9\times10^{-4}$. Counting both levels of each doublet, the population of the second relative to the first is
$$8.9\times10^{-4}\,\frac{1+e^{-64/32.7}}{1+e^{-2.93/32.7}}\simeq5.3\times10^{-4}.$$
Yet population times squared splitting is $5.3\times10^{-4}(64/2.93)^2\simeq0.25$ of the value for the first doublet. In a thermal average of the squared splitting over these two doublets, the second therefore supplies about a fifth, although its upper level lies above the barrier top.

*Oxygen motion.* When the oxygens of a real bond move, $a$, $\omega$ and the barrier all change. As a rough guide to the sensitivity, hold $\omega$ fixed and change $a$. At 0.032 nm the barrier is 0.334 eV and the splitting 7.3 meV; at 0.038 nm they are 0.472 eV and 1.0 meV. A shift of 0.003 nm in the half-separation changes the splitting by a factor of 2.5 to 2.8.

*Rearrangement of the surroundings.* Represent them by one oscillator of mass $M$ and frequency $\Omega$, whose equilibrium position shifts by $d$ when the proton crosses. The reorganisation energy is $\lambda=\tfrac12M\Omega^2d^2$. Keep only the lowest proton doublet and take $\Delta\ll\hbar\Omega$. When $\lambda$ is comparable with $\hbar\omega$, as below, mixing with higher proton levels can change the factors by two- to threefold, so they are estimates. If the oscillator keeps its quantum number $n$, the tunnelling element is multiplied by $\langle n|e^{-iPd/\hbar}|n\rangle$, where $P$ is its momentum. In thermal equilibrium $P$ has a Gaussian distribution with $\langle P^2\rangle=\tfrac12M\hbar\Omega\coth(\hbar\Omega/2kT)$, so the mean factor is

$$e^{-d^2\langle P^2\rangle/2\hbar^2}=\exp\left[-\frac{\lambda}{2\hbar\Omega}\coth\frac{\hbar\Omega}{2kT}\right].$$

For the rough values $\lambda=0.30$ eV and $\hbar\Omega=20$ meV this is $e^{-7.5}=5.5\times10^{-4}$ at zero temperature and $1.0\times10^{-11}$ at 380 K; a direct sum over oscillator states gives the same. The thermal average of the dressed splitting at 380 K is $3\times10^{-11}$ meV. It is an average of terms of both signs that nearly cancel: the factor is $e^{-\lambda/2\hbar\Omega}=e^{-7.5}$ for $n=0$, but $(1-\lambda/\hbar\Omega)e^{-\lambda/2\hbar\Omega}=-14e^{-7.5}$ for $n=1$. In general the factor is $e^{-\lambda/2\hbar\Omega}L_n(\lambda/\hbar\Omega)$, with $L_n$ a Laguerre polynomial. It reaches 0.26 at $n=4$, a splitting of 0.8 meV in a level that holds 4% of the population, and the thermal root mean square of the dressed splitting is about 0.2 meV. The splitting at a given $n$ is thus far larger than the average, but it changes in size and sign with $n$, so the warm bond has no single coherent splitting.

In this model, with these numbers, the 3 meV splitting of the isolated bond does not survive the coupling to the surroundings. Proton transfer is not thereby forbidden: the factor leaves out crossings in which the oscillator changes its state, and the squared overlaps from one $n$ to all final states sum to one. A single undamped oscillator does not give a transfer rate. If the many modes of a real resist destroy the phase between crossings, transfer proceeds as incoherent hops, whose rate, like the diffusion length of the acid, needs a separate calculation. For fixed oxygens, the bare $\Delta$ enters such a calculation as the tunnelling strength of the lowest doublet. When the oxygens move, the strong change of $\Delta$ with their separation must be included as well. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Scaled quartic well, units m = w = a = 1
S0 by quadrature: 0.66667 m w a^2
S0 by minimising over paths: 0.66661 m w a^2
largest path deviation from tanh: 1.4e-04 a
action of path run twice as fast: 0.83289 m w a^2
S0/hbar=6: grid 1.3546e-02, formula 1.6782e-02 hbar w, ratio 0.8072
S0/hbar=9: grid 9.0094e-04, formula 1.0233e-03 hbar w, ratio 0.8804
S0/hbar=12: grid 5.3692e-05, formula 5.8828e-05 hbar w, ratio 0.9127
S0/hbar=18: grid 1.6843e-07, formula 1.7859e-07 hbar w, ratio 0.9431
slope of ln[gap/sqrt(S0/hbar)] in S0/hbar: -0.9945
ratio extrapolated to hbar=0, quartic: 1.0058
(1-ratio)*S0/hbar at 9 and 18: 1.076, 1.024
second well: S0 0.51452 m w a^2, I 1.38629
second well: ratio at S0/hbar=10, 20: 0.7434, 0.8736
second well: ratio extrapolated to hbar=0: 1.0037
identity/grid gap - 1 at S0/hbar=9: 8.1e-07
1 - 2*half-line integral at S0/hbar=9: 2.05e-04
midpoint density, grid/formula at 18: 1.0241
midpoint log-slope, grid/formula at 18: 0.9946
Proton in a hydrogen bond (rough typical inputs)
barrier 0.40 eV, half distance 0.035 nm, T 380 K
w: 5.002e+14 rad/s; hbar w: 0.3293 eV
S0/hbar: 6.479; exp(-S0/hbar): 1.535e-03
prefactor: 2.316 eV
splitting, formula: 3.555 meV
splitting, grid: 2.932 meV = 23.6 cm^-1
formula/grid: 1.213
deuteron: hbar w 0.2329 eV, S0/hbar 9.161
deuteron splitting: formula 0.2047, grid 0.1807 meV
proton/deuteron splitting: formula 17.37, grid 16.23
crossing time pi hbar/gap: 0.705 ps
packet on far side: start 0.0000, then 0.962
bias 50 meV: gap grid 45.31, two-level 45.32 meV
biased ground state, probability in upper well: 0.0021
kT: 32.75 meV; tanh(gap/2kT): 0.0447
E0 0.1533 eV, E2 0.3834 eV above well floor
second doublet: splitting 64.0 meV, weight exp(-(E2-E0)/kT) 8.87e-04
half distance 0.032 nm: barrier 0.334 eV, splitting 7.347 meV
half distance 0.038 nm: barrier 0.472 eV, splitting 1.037 meV
surroundings: lambda 0.30 eV, mode 20 meV
overlap factor at T=0: 5.53e-04
overlap factor at 380 K: formula 1.010e-11, sum 1.010e-11
dressed splitting at 380 K: 2.96e-11 meV
```
